# Weibull Slope and Oxide Thickness in the Independent-Column Breakdown Model

A lifetime test on small capacitors must be carried over to a larger product and a much smaller failed fraction. If the area grows a thousandfold and the allowed failed fraction is $10^{-4}$, the measured time to 63% failure is multiplied by about $(10^{-7})^{1/\beta}$, where $\beta$ is the Weibull slope. With $\beta=1.5$ this factor is $2.2\times10^{-5}$; with $\beta=2.5$ it is $1.6\times10^{-3}$. In the model below these are the slopes of a 3 nm and a 5 nm oxide. Using the thicker oxide's slope for the thinner one would therefore overstate the product lifetime about seventyfold.

## Model and breakdown distribution

Divide an oxide of area $A$ and thickness $d$ into cubic cells of side $a$. There are $N=A/a^2$ columns, each with $n=d/a$ cells, and $n$ is an integer. Defects appear independently in all cells. The number in one cell is Poisson distributed with mean

$$
\mu(t)=\mu_1(t/t_1)^\alpha,\qquad \mu_1=D_1a^3,\qquad t_1=1\ \mathrm{s}. \tag{1}
$$

Here $D_1$ is the defect density generated after 1 s, and $\alpha$ is the generation exponent. A cell is defective if it holds at least one defect. Since a Poisson count is zero with probability $e^{-\mu}$, a cell is defective with probability $\lambda=1-e^{-\mu}$.

A column conducts when all its cells are defective. Independence gives this event the probability $q=\lambda^n$. The device survives if none of its $N$ columns conducts, which has probability $(1-q)^N$. The failed fraction is therefore

$$
F(t)=1-\left[1-\left(1-e^{-\mu(t)}\right)^n\right]^N. \tag{2}
$$

This is exact within the model. For three columns of three cells with $\lambda=0.37$, summing the probabilities of all 512 defect configurations reproduces it to within $10^{-13}$.

## The slope

A Weibull distribution has $F=1-\exp[-(t/t_{63})^\beta]$, so the quantity

$$
W=\ln[-\ln(1-F)] \tag{3}
$$

is a straight line of slope $\beta$ against $\ln t$. At $t=t_{63}$, $W=0$ and $F=1-1/e$, about 63%. From (2), $-\ln(1-F)=-N\ln(1-q)$, and hence

$$
W=\ln N+\ln[-\ln(1-q)]. \tag{4}
$$

Area enters as an additive constant. The slope at a given time follows from the chain rule, using three derivatives:

$$
\frac{dW}{dq}=\frac{1}{(1-q)[-\ln(1-q)]},\qquad
\frac{dq}{d\ln\lambda}=nq,
$$

$$
\frac{d\ln\lambda}{d\ln t}
=\frac{e^{-\mu}}{1-e^{-\mu}}\,\frac{d\mu}{d\ln t}
=\frac{\alpha\mu}{e^\mu-1}.
$$

Their product is

$$
\frac{dW}{d\ln t}=\alpha n\;
\frac{\mu}{e^\mu-1}\;
\frac{q}{(1-q)[-\ln(1-q)]}. \tag{5}
$$

For small arguments the second factor is $1-\mu/2+\dots$ and the third is $1+q/2+\dots$. When both $\mu$ and $q$ are small,

$$
\boxed{\beta=\alpha n=\frac{\alpha}{a}\,d.} \tag{6}
$$

The slope is linear in thickness if $\alpha$ and $a$ do not depend on thickness. The factor $n$ arises because breakdown needs $n$ defective cells in one column: raising $\lambda$ by 1% raises the column probability by about $n$%. The factor $\alpha$ converts a change of defect density into a change of time. Slopes measured at several thicknesses determine the ratio $\alpha/a$, but not $\alpha$ and $a$ separately.

For the distribution itself, $-\ln(1-q)\approx q$ and $n\ln\lambda\approx n\ln\mu-n\mu/2$. If also $n\mu\ll1$, (4) becomes $W=\ln N+n\ln\mu$. Setting $W=0$ gives $\mu_{63}=N^{-1/n}$, and (1) then gives

$$
t_{63}=t_1\left(\frac{N^{-1/n}}{D_1a^3}\right)^{1/\alpha}. \tag{7}
$$

For another area $A'$, the exponent $H=-\ln(1-F)$ equals $(A'/A)(t/t_{63})^\beta$. Solving for time,

$$
t(F,A')=t_{63}(A)\left[\frac{A}{A'}\,H\right]^{1/\beta}. \tag{8}
$$

In floating-point work, $1-q$ loses digits when $q$ is near $10^{-10}$. Evaluate $\lambda$ as $-\mathrm{expm1}(-\mu)$ and $\ln(1-q)$ as $\mathrm{log1p}(-q)$. If $q$ itself may underflow, use $W=\ln N+n\ln\lambda+\ln[-\mathrm{log1p}(-q)/q]$, replacing the last term by its limit $q/2$ when $q$ is very small.

## Where linear growth ends

At the 63% point, (4) gives $q=1-e^{-1/N}\approx1/N$, so $\lambda_{63}\approx N^{-1/n}$. A thicker oxide thus fails at a higher defect density. The relative loss of slope is about $\mu_{63}/2$. Keeping it below a small fraction $\varepsilon$ requires approximately

$$
N^{-1/n}<2\varepsilon
\quad\Longrightarrow\quad
n<\frac{\ln N}{\ln[1/(2\varepsilon)]}. \tag{9}
$$

For $N=10^{10}$ and $\varepsilon=0.05$, this means $n<10$.

In the opposite limit, $n\gg\ln N$ with $N$ fixed and large, $\lambda_{63}=e^{-\ln N/n}\approx1-\ln N/n$. Since $1-\lambda=e^{-\mu}$, it follows that $\mu_{63}\approx\ln(n/\ln N)$. In (5), $\mu/(e^\mu-1)\approx\mu e^{-\mu}$ and the last factor is close to one, so

$$
\frac{dW}{d\ln t}\bigg|_{63}\approx
\alpha\ln N\,\ln\!\left(\frac{n}{\ln N}\right). \tag{10}
$$

Linear growth has become logarithmic. For $n=10^5$, $N=10^{10}$ and $\alpha=0.5$, numerical differentiation gives 96.45 and (10) gives 96.44. This is a limit of the column model, not a forecast for thick films: neglecting contact between columns fails long before nearly every cell is defective. With nine links from each cell to the next layer, as considered below, the expected number of conducting paths no longer falls with thickness once $\lambda$ exceeds $1/9$. The 20 and 50 nm rows of the table below lie beyond that point and describe isolated columns only.

## Worked example

Take $a=1$ nm, $d=3$ nm, $A=10^{-4}$ cm², $\alpha=0.5$ and $D_1=1.5\times10^{16}$ cm⁻³. Then $n=3$, $N=10^{-4}/10^{-14}=10^{10}$ and $\mu_1=1.5\times10^{16}\times10^{-21}=1.5\times10^{-5}$. The slope is $\beta=0.5\times3=1.5$. At 63% failure,

$$
\mu_{63}\approx(10^{10})^{-1/3}=4.64\times10^{-4},
$$

$$
t_{63}\approx\left(\frac{4.64\times10^{-4}}{1.5\times10^{-5}}\right)^2\mathrm{s}
\approx958\ \mathrm{s}.
$$

The defect density is then $4.6\times10^{17}$ cm⁻³. Fewer than one cell in two thousand is defective, yet among $10^{10}$ columns a complete one is likely.

The next table holds $D_1$, $\alpha$, $a$ and $A$ fixed, to isolate geometry. It does not describe different thicknesses at one voltage, because $D_1$ would then change.

| $d$ (nm) | $\alpha n$ | slope from (2) | $\mu_{63}$ |
|---:|---:|---:|---:|
| 2 | 1.0 | 1.00 | $1.0\times10^{-5}$ |
| 3 | 1.5 | 1.50 | $4.6\times10^{-4}$ |
| 5 | 2.5 | 2.49 | 0.010 |
| 10 | 5.0 | 4.74 | 0.11 |
| 20 | 10.0 | 8.22 | 0.38 |
| 50 | 25.0 | 14.6 | 1.00 |

At 10 nm the slope is 5% below the linear law, as (9) predicts; at 50 nm it is 42% below.

A simulation drew the first-defect time of every cell in 8000 devices of 1000 columns each. Slopes inferred from the variance of $\ln t$ were 1.00, 1.45 and 1.85 for $n=2,3,4$, while (5) at the 63% point gives 0.985, 1.42 and 1.81. The simulated values are 1–2% higher. The variance also weighs earlier times, where the local slope is larger: the exact variance of (2) gives 0.990, 1.444 and 1.854. The remaining differences are within the sampling error of about 1.2%.

For a product of 0.1 cm² and $F=10^{-4}$, (8) gives

$$
\frac{t}{t_{63}}=(10^{-3}\times10^{-4})^{1/1.5}=2.15\times10^{-5},
$$

or 0.021 s under stress. Suppose that lifetime varies as $V^{-m}$ with $m=40$, and that voltage falls from 4.5 V to 2.5 V at unchanged temperature. The time is multiplied by $1.8^{40}=1.6\times10^{10}$, giving about 11 years. With $m=38$ it is 3.3 years. The voltage law is a separate assumption, extrapolated here over ten decades.

## Effects that move the time or change the slope

**Neighbouring columns.** Let a defective cell connect to nine cells in the next layer: the one directly opposite and its eight neighbours. A shortest path has $N$ possible starting cells and nine choices at each of $n-1$ steps. When complete paths are rare and seldom share cells, the failure exponent is approximately their expected number, $N9^{n-1}\lambda^n$. The power of $\lambda$, and hence the leading slope, is unchanged, while $t_{63}$ is multiplied by $9^{-(n-1)/(\alpha n)}=0.053$ in the example. An exact sum over three periodic $4\times4$ layers, at $\lambda=1.07\times10^{-4}$, gives a local power of 2.999. In thicker films, paths that share cells fail together and the count overstates the exponent: at $\lambda=(N9^{n-1})^{-1/n}$, sampling gives about 0.98, 0.74 and 0.18 of the expected path number for $n=5,10,20$, with local powers near 4.98, 9.7 and 18. Links within a layer were left out; a path using them needs more than $n$ defects.

**Rough interfaces.** Let the number of cells vary between columns as a Gaussian with mean $n$ and standard deviation $\sigma$, and continue $\lambda^n$ to non-integer $n$. With $L=-\ln\lambda$, the Gaussian average of $e^{-nL}$ is $e^{-nL+\sigma^2L^2/2}$. The failure exponent therefore obeys

$$
\ln H=\ln N-nL+\tfrac12\sigma^2L^2. \tag{11}
$$

Setting $H=1$ and taking the root that tends to $\ln N/n$ as $\sigma\to0$,

$$
L_{63}=\frac{n-\sqrt{n^2-2\sigma^2\ln N}}{\sigma^2}.
$$

For small $\mu$, $dL/d\ln t=-\alpha$, so the slope is $\alpha(n-\sigma^2L)$, or

$$
\beta_{63}=\alpha\sqrt{n^2-2\sigma^2\ln N}. \tag{12}
$$

This requires a positive quantity under the root. With this continuous thickness, a roughness of 0.2 nm lowers the 3 nm slope from 1.50 to 1.34, because thin columns dominate failure. For 2, 3, 4 and 5 nm, (12) gives 0.73, 1.34, 1.88 and 2.41. A line through the last three points has a slope of about 0.53 per nm, not 0.50, and a negative intercept. At low failed fractions still thinner columns matter: replacing $\ln N$ by $\ln(N'/H)$ for the product makes its time 6.7 times shorter than the smooth-oxide projection from the same $t_{63}$. The 11 years become 1.6. These figures depend on the continuation to non-integer $n$. If instead 2% of the columns had two whole cells and 2% had four, the variance would be the same, but the two-cell columns would set the slope to about 1.0 and make the product time about 215 times shorter than the smooth-oxide projection. The rms roughness alone therefore does not fix the correction; the thin tail of the distribution must be known.

**Initial defects.** If $\mu=\mu_0+\mu_1(t/t_1)^\alpha$, then $d\mu/d\ln t=\alpha(\mu-\mu_0)$, and the slope at 63% is $\alpha n(1-\mu_0/\mu_{63})$. An initial density of $10^{16}$ cm⁻³ gives $\mu_0=10^{-5}$ and a slope of 1.47. That small change hides a serious effect on the product. Its $N'=10^{13}$ columns would have a failure exponent $N'\mu_0^3=10^{-2}$ before stress begins, a hundred times the allowed $10^{-4}$. A lifetime at that target exists only if $\mu_0<(10^{-4}/10^{13})^{1/3}=2.2\times10^{-6}$, an initial density below $2.2\times10^{15}$ cm⁻³.

**Differences between devices.** Let $\ln t$ have an additional Gaussian scatter $s$ from device to device. For a Weibull law, $\ln t=\ln t_{63}+(\ln H)/\beta$, where $H$ is a unit exponential variable. Since $\langle H^k\rangle=\Gamma(1+k)$, the variance of $\ln H$ is the second derivative of $\ln\Gamma(1+k)$ at $k=0$, which is $\pi^2/6$. Independent variances add, so a slope inferred from the total variance is

$$
\beta_{\rm var}=\frac{\beta}{\sqrt{1+6\beta^2s^2/\pi^2}}. \tag{13}
$$

A 1% voltage scatter gives $s=40\times0.01=0.4$ and $\beta_{\rm var}=1.36$. In the early tail, $F$ is instead multiplied by $\langle e^{-\beta X}\rangle=e^{\beta^2s^2/2}=1.20$, where $X$ is the Gaussian shift of $\ln t$. This factor does not depend on time, so the tail keeps the slope $\beta$. Feeding $\beta_{\rm var}$ into (8) would misrepresent that tail, making the product time about 2.7 times too short in this example.

**Feedback within a column.** Suppose that after $k$ defective cells the generation rate in the remaining $n-k$ cells is multiplied by $g_k$, with $g_0=1$. Measured in $\mu$, the successive rates are $r_k=(n-k)g_k$. If all $r_k\mu\ll1$, integration over ordered failure times gives

$$
q\approx\frac{\mu^n}{n!}\prod_{k=0}^{n-1}(n-k)g_k
=\mu^n\prod_{k=0}^{n-1}g_k. \tag{14}
$$

The slope remains $\alpha n$. Since lifetime varies as $V^{-m}$ and $\mu$ as $t^\alpha$, take the rate to vary as field to the power $m\alpha=20$. This assumes the rate depends on the present field and the elapsed time; if damage accumulated as $\mu\propto(\int V^m\,dt)^\alpha$, the jump would be field to the power 40, but the slopes below would change by less than 0.01. A 10% field rise per defect then multiplies the rate by 6.7, and the slope stays at 1.50. If each defect instead shorted its cell, the field would rise by a factor of $3/2$ after the first defect and the rate by $1.5^{20}\approx3300$. After the second, the rate factor would be $3^{20}\approx3.5\times10^9$, making the third failure practically immediate wherever $r_2\mu\gg1$. At the test's 63% point $\mu\approx10^{-7}$ and $r_2\mu\approx350$. Two slow steps remain there, so $\beta\approx2\alpha=1.0$, in agreement with the computed 1.00. At the product target $\mu\approx10^{-10}$ and $r_2\mu\approx0.3$, the third step counts again and the local slope is about 1.46. The Weibull plot is then curved, and (8) with $\beta=1.0$ understates the product time about ninefold. The law $\beta=\alpha n$ thus also requires that early defects do not trigger the rest of their column.

## Relation to a real gate oxide

The example is set in the regime of a thin gate oxide in a CMOS capacitor. A cell near 1 nm, $\alpha$ near one half and a voltage exponent near 40 are rough typical values, not a fit. The nominal stress field, $4.5\ \mathrm V/3\ \mathrm{nm}=15$ MV/cm, is high and belongs to accelerated testing; it ignores voltage drops in the electrodes. The assumed use field of 8.3 MV/cm is also on the high side for normal operation. Real oxides break the assumption of uniform thickness: for 0.2 nm roughness, the continuous-thickness estimate moves the slope by 11% and the projected life by a factor of 6.7, and a different thin tail could move both much further. A test running 5 K above its nominal 400 K, with an assumed activation energy of 0.6 eV, shortens the time by 19%. If that error is common to all devices, it leaves the slope alone. The numerical output lists the remaining values.

## Calculated quantities

```
cell side = 1.0 nm; thickness = 3.0 nm
area = 1.0e-04 cm2; columns N = 1.000e+10
cells per column n = 3; alpha = 0.50
generated density at 1 s = 1.50e+16 cm^-3
mean defects per cell at 1 s = 1.500e-05
stress = 4.5 V; temperature = 400 K
nominal field = 15.0 MV/cm
Weibull slope law = 1.500
exact slope at 63% = 1.49965
cell defect probability at 63% = 4.6416e-04
defect density at 63% = 4.643e+17 cm^-3
t63 exact = 958.0 s; t63 law = 957.5 s
thickness nm | alpha*n | exact slope | mu63 | t63 s
2 | 1.00 | 1.0000 | 1.000e-05 | 4.444e-01
3 | 1.50 | 1.4997 | 4.643e-04 | 9.580e+02
4 | 2.00 | 1.9968 | 3.167e-03 | 4.459e+04
5 | 2.50 | 2.4875 | 1.005e-02 | 4.489e+05
10 | 5.00 | 4.7412 | 1.054e-01 | 4.934e+07
20 | 10.00 | 8.2195 | 3.801e-01 | 6.422e+08
50 | 25.00 | 14.5762 | 9.968e-01 | 4.416e+09
n = 100000: slope = 96.448, log law = 96.436
simulation: 8000 devices, 1000 columns each
n = 2: simulated slope 0.997, formula 0.985
n = 3: simulated slope 1.451, formula 1.423
n = 4: simulated slope 1.845, formula 1.812
product area = 0.10 cm2
product failed fraction = 1.0e-04
product time / test t63 = 2.155e-05
product time at stress = 0.0206 s
use voltage = 2.5 V; voltage power = 40
voltage lifetime factor = 1.625e+10
projected use life = 10.63 years
use life with voltage power 38 = 3.28 years
neighbour links: t63 factor = 0.0534
neighbour links: power of lambda = 2.9989
thickness roughness = 0.20 nm rms
rough oxide, 2 nm: slope = 0.7345
rough oxide, 3 nm: slope = 1.3377
rough oxide, 4 nm: slope = 1.8814
rough oxide, 5 nm: slope = 2.4061
rough product time / test t63 = 3.218e-06
initial defects = 1.0e+16 cm^-3
slope with initial defects = 1.4674
voltage scatter = 1.0 %
log-time scatter = 0.40
slope from total log-time variance = 1.3585
scatter: early failures x 1.1972
scatter: early failure time x 0.8869
5 K hotter, 0.6 eV: time x 0.8066
10% field rise per defect: rate x 6.727
10% field rise per defect: slope = 1.4995
shorted cell: next-defect rate x 3325.3
shorted cells: slope = 1.0027
```
